# Delta gauge of silicon for a 1 percent equilibrium-volume error: a program that tests the result

```python
"""Delta gauge between two energy-volume curves of silicon.

Result under test: for two harmonic curves with equal bulk modulus B and
equilibrium volumes differing by dV, the root-mean-square energy difference
over a window of +-w around the mean volume is close to B*|dV|*w/sqrt(3).
Energies are per atom in eV, volumes per atom in cubic angstrom, and each
curve has its minimum at zero energy. B1 is the pressure derivative of B.
"""
import numpy as np
from scipy.constants import e as charge
from scipy.optimize import minimize_scalar

nodes, weights = np.polynomial.legendre.leggauss(40)


def harmonic(V, V0, B):
    return B * (V - V0)**2 / (2 * V0)


def birch(V, V0, B, B1):
    s = (V0 / V)**(2 / 3)
    return 9 * V0 * B / 16 * ((s - 1)**3 * B1 + (s - 1)**2 * (6 - 4 * s))


def window_mean(func, centre, w):
    return 0.5 * np.sum(weights * func(centre * (1 + w * nodes)))


def gauge(Ea, Eb, centre, w):
    return np.sqrt(window_mean(lambda V: (Eb(V) - Ea(V))**2, centre, w))


def close(x, y, rel):
    return abs(x - y) <= rel * abs(y)


# Inputs
B_GPa, Va, eps, w = 88.5, 20.45, 0.01, 0.06
B1 = 4.3  # rough typical value for silicon
B = B_GPa * 1e9 * 1e-30 / charge
Vb = Va * (1 + eps)
dV = Vb - Va
Vm = (Va + Vb) / 2


def Ea(V):
    return harmonic(V, Va, B)


def Eb(V):
    return harmonic(V, Vb, B)


# Equal bulk moduli: defining integral against derived formulas
d_quad = gauge(Ea, Eb, Vm, w)
d_lead = B * dV * w / np.sqrt(3)
r = Vm**2 / (Va * Vb)
bracket = ((r - 1)**2 + 2 * r * (r - 1) * w**2 / 3
           + r**2 * (4 * w**2 / 3 + w**4 / 5))
d_closed = B * dV / 2 * np.sqrt(bracket)
assert close(d_quad, d_closed, 1e-10)
assert close(d_quad, d_lead, 1e-3)
# The remaining difference should be mainly 3 w^2 / 40
assert close(d_quad / d_lead - 1, 3 * w**2 / 40, 0.2)
assert 3.85e-3 < d_quad < 3.95e-3

# Equal curvature B/Va instead of equal B
k = B / Va


def Eb_curv(V):
    return k * (V - Vb)**2 / 2


d_curv = gauge(Ea, Eb_curv, Vm, w)
assert close(d_curv, k * dV * w * Vm / np.sqrt(3), 1e-10)
d_ref = gauge(Ea, Eb_curv, Va, w)
assert close(d_ref, B * Va * eps * np.sqrt(w**2 / 3 + eps**2 / 4), 1e-10)

# Error in bulk modulus alone
beta = 0.01
d_B = gauge(Ea, lambda V: harmonic(V, Va, B * (1 + beta)), Va, w)
assert close(d_B, beta * B * Va * w**2 / (2 * np.sqrt(5)), 1e-10)
beta_equal = beta * d_quad / d_B

# Error in lattice constant, and volume error for a gauge of 1 meV
Vlat = Va * 1.01**3
d_lat = gauge(Ea, lambda V: harmonic(V, Vlat, B), (Va + Vlat) / 2, w)
assert close(d_lat, B * (Vlat - Va) * w / np.sqrt(3), 1e-3)
eps_1meV = 1e-3 * np.sqrt(3) / (B * Va * w)
V1 = Va * (1 + eps_1meV)
d_1meV = gauge(Ea, lambda V: harmonic(V, V1, B), (Va + V1) / 2, w)
assert close(d_1meV, 1e-3, 1e-3)


# Anharmonic curves
def Ea_bm(V):
    return birch(V, Va, B, B1)


def anharmonic_gauge(factor):
    return gauge(Ea_bm, lambda V: birch(V, Vb, B * factor, B1), Vm, w)


d_same = anharmonic_gauge(1)
d_soft = anharmonic_gauge(1 - B1 * eps)
d_stiff = anharmonic_gauge(1 + B1 * eps)

# Quadratic part of the difference, isolated by its mean in a small window
se, sw = 1e-4, 1e-2
Vs = Va * (1 + se)


def small_mean(factor):
    return window_mean(lambda V: birch(V, Vs, B * factor, B1) - Ea_bm(V),
                       (Va + Vs) / 2, sw)


quadratic = B * Va * se * B1 * sw**2 / 6
assert close(small_mean(1), quadratic, 0.01)
assert abs(small_mean(1 - B1 * se)) < 0.01 * quadratic

# Constant spurious pressure that moves the minimum from Va to Vb
h = 0.01
p = -(Ea_bm(Vb + h) - Ea_bm(Vb - h)) / (2 * h)
found = minimize_scalar(lambda V: Ea_bm(V) + p * (V - Va),
                        bounds=(0.95 * Va, 1.07 * Va), method="bounded",
                        options={"xatol": 1e-9})
assert close(found.x, Vb, 1e-5)
d_press = gauge(Ea_bm, lambda V: Ea_bm(V) + p * (V - Va) - found.fun, Vm, w)
assert close(d_press, abs(p) * w * Vm / np.sqrt(3), 1e-3)
B_new = Vb * (Ea_bm(Vb + h) - 2 * Ea_bm(Vb) + Ea_bm(Vb - h)) / h**2
assert close(B_new / B, 1 - B1 * eps, 2e-3)

low, high = (1 - w) * Vm, (1 + w) * Vm
p_GPa = p * charge * 1e30 / 1e9


def show(label, value, digits, unit):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("Bulk modulus B", B_GPa, 1, "GPa")
show("Bulk modulus B", B, 5, "eV/A^3")
show("Reference volume Va", Va, 3, "A^3/atom")
show("Volume error", 100 * eps, 2, "%")
show("Volume difference dV", dV, 4, "A^3/atom")
show("Shifted volume Vb", Vb, 4, "A^3/atom")
show("Mean volume Vm", Vm, 5, "A^3/atom")
show("Window half-width w", 100 * w, 1, "%")
show("Window lower edge", low, 4, "A^3/atom")
show("Window upper edge", high, 4, "A^3/atom")
show("Energy scale B*Va", B * Va, 4, "eV/atom")
show("B*dV", 1e3 * B * dV, 3, "meV/atom")
show("w/sqrt(3)", w / np.sqrt(3), 6, "")
show("Eb-Ea at lower edge", 1e3 * (Eb(low) - Ea(low)), 3, "meV/atom")
show("Eb-Ea at Vm", 1e3 * (Eb(Vm) - Ea(Vm)), 5, "meV/atom")
show("Eb-Ea at upper edge", 1e3 * (Eb(high) - Ea(high)), 3, "meV/atom")
show("Delta, leading formula", 1e3 * d_lead, 4, "meV/atom")
show("Delta, defining integral", 1e3 * d_quad, 4, "meV/atom")
show("Relative correction", 100 * (d_quad / d_lead - 1), 4, "%")
show("Delta, equal curvature", 1e3 * d_curv, 4, "meV/atom")
show("Delta, equal curvature, window on Va", 1e3 * d_ref, 4, "meV/atom")
show("Delta, 1 % error in B alone", 1e3 * d_B, 4, "meV/atom")
show("B error giving the same Delta", 100 * beta_equal, 1, "%")
show("Volume error for Delta = 1 meV/atom", 100 * eps_1meV, 3, "%")
show("Delta, 1 % error in lattice constant", 1e3 * d_lat, 3, "meV/atom")
show("B1 (rough)", B1, 1, "")
show("Change of B by B1*eps", 100 * B1 * eps, 2, "%")
show("Anharmonic Delta, equal B", 1e3 * d_same, 3, "meV/atom")
show("Anharmonic Delta, B softened", 1e3 * d_soft, 3, "meV/atom")
show("Anharmonic Delta, B stiffened", 1e3 * d_stiff, 3, "meV/atom")
show("Spurious pressure p", p_GPa, 4, "GPa")
show("B at Vb on the anharmonic curve", B_GPa * B_new / B, 2, "GPa")
show("Delta, constant pressure", 1e3 * d_press, 3, "meV/atom")
print("tests ok")
```

Running it gives:

```
Bulk modulus B: 88.5 GPa
Bulk modulus B: 0.55237 eV/A^3
Reference volume Va: 20.450 A^3/atom
Volume error: 1.00 %
Volume difference dV: 0.2045 A^3/atom
Shifted volume Vb: 20.6545 A^3/atom
Mean volume Vm: 20.55225 A^3/atom
Window half-width w: 6.0 %
Window lower edge: 19.3191 A^3/atom
Window upper edge: 21.7854 A^3/atom
Energy scale B*Va: 11.2960 eV/atom
B*dV: 112.960 meV/atom
w/sqrt(3): 0.034641
Eb-Ea at lower edge: 6.573 meV/atom
Eb-Ea at Vm: -0.00140 meV/atom
Eb-Ea at upper edge: -6.983 meV/atom
Delta, leading formula: 3.9131 meV/atom
Delta, defining integral: 3.9142 meV/atom
Relative correction: 0.0301 %
Delta, equal curvature: 3.9326 meV/atom
Delta, equal curvature, window on Va: 3.9536 meV/atom
Delta, 1 % error in B alone: 0.0909 meV/atom
B error giving the same Delta: 43.0 %
Volume error for Delta = 1 meV/atom: 0.256 %
Delta, 1 % error in lattice constant: 11.864 meV/atom
B1 (rough): 4.3
Change of B by B1*eps: 4.30 %
Anharmonic Delta, equal B: 3.959 meV/atom
Anharmonic Delta, B softened: 3.822 meV/atom
Anharmonic Delta, B stiffened: 4.136 meV/atom
Spurious pressure p: -0.8620 GPa
B at Vb on the anharmonic curve: 84.78 GPa
Delta, constant pressure: 3.830 meV/atom
tests ok
```
